# Trapped-Hole Yield per Absorbed Photon from a Negative Threshold Shift

## A capacitor with a charged face

Replace the semiconductor film of a transistor by a thin metal plate at zero potential. An insulator of capacitance $C$ per unit area separates it from the gate. Fix $N$ positive elementary charges per unit area on the plate's inner face, and ask for the gate voltage at which the plate carries no mobile charge.

The field must vanish beyond the plate, so the gate has to hold the opposite charge, $-qN$ per unit area, with $q>0$ the elementary charge. All field lines then run from the fixed charge to the gate, and the gate voltage is

$$V_G=-\frac{qN}{C}.$$

Without the fixed charge the same condition is met at $V_G=0$. The charge has therefore shifted the voltage by $\Delta V=-qN/C$. The sign has a direct meaning for an electron-conducting transistor: positive fixed charge attracts electrons, so the device turns on at a more negative gate voltage.

## The estimate on the back of an envelope

A thin-film transistor is held at negative gate bias under light. Afterwards its transfer curve, drain current against gate voltage, has moved by $\Delta V=-3$ V. The insulator has $C=35$ nF/cm², and the film has absorbed $\Phi=10^{17}$ photons/cm². Suppose that the whole shift comes from holes trapped at the interface between insulator and film. The charge is

$$C|\Delta V|=(35\ \text{nF/cm}^2)(3\ \text{V})=0.105\ \mu\text{C/cm}^2 .$$

Division by $q=1.602\times10^{-19}$ C gives the number of trapped holes, and division by the dose gives the yield:

$$N=\frac{C|\Delta V|}{q}=6.55\times10^{11}\ \text{cm}^{-2},\qquad
\eta=\frac{N}{\Phi}=\frac{C|\Delta V|}{q\Phi}=6.55\times10^{-6}.$$

One hole remains trapped for about $1.5\times10^5$ absorbed photons. This $\eta$ is a net yield, averaged over the dose: it counts the holes still trapped when the curve is read. It does not say how many electron–hole pairs the light made, or how many holes were trapped and later released.

The dose must be the absorbed one. If the film absorbed 1% of the incident light, division by incident photons would give a number a hundred times smaller.

A real film is not a metal plate. Its potential bends, its electrons have a finite depth, and its interface may hold other charge. The next step is to find out whether these change the factor $C/q$.

## The controlled derivation

Let $x$ run from the gate at $x=0$ through an insulator of thickness $\ell$ and permittivity $\varepsilon_i$, so that $C=\varepsilon_i/\ell$. The film occupies $\ell<x<\ell+s$ and has permittivity $\varepsilon_f$. The drain voltage during reading is taken as small, so that the problem depends on $x$ alone. The potential $\phi$ is zero in neutral film material, and $\phi_s=\phi(\ell)$ is its value at the interface. A constant work-function difference between gate and film would add the same voltage before and after stress, so it is omitted.

**Gauss's law.** Poisson's equation is $(\varepsilon\phi')'=-\rho$. Assume that no field leaves the back of the film, so $\phi'=0$ beyond it. Integrate from just inside the insulator to beyond the back face:

$$0-\varepsilon_i\phi'(\ell^-)=-Q ,$$

where $Q$ is all charge per unit area at the interface and in the film. In a charge-free insulator the slope is constant, $\phi'=(\phi_s-V_G)/\ell$. Hence $C(\phi_s-V_G)=Q$, or

$$V_G=\phi_s-\frac{Q}{C}. \tag{1}$$

Let the film contain $N_d$ fixed donors per unit volume and $n_s$ electrons per unit area. Let the interface also have $D$ electronic states per unit area and electronvolt, neutral at $\phi_s=0$. A positive $\phi_s$ fills some of them with electrons, giving the charge $-qD\phi_s$ with $\phi_s$ in volts. With the trapped holes included,

$$Q=q\left(N_ds-n_s-D\phi_s+N\right). \tag{2}$$

**What stays fixed.** The shift is measured at equal current. If mobility is unchanged, equal current means equal $n_s$. I now show that equal $n_s$ also means equal $\phi_s$.

With Boltzmann statistics the electron density is $N_de^{\phi/V_T}$, where $V_T=k_BT/q$. In the film,

$$\varepsilon_f\phi''=qN_d\left(e^{\phi/V_T}-1\right),\qquad \phi'(\ell+s)=0. \tag{3}$$

Take two solutions, the first with the higher potential at the back face, and let $u$ be the first minus the second. At the back $u>0$ and $u'=0$. Wherever $u>0$, equation (3) gives $u''>0$. Moving from the back towards the front, $u$ therefore grows and stays positive. The first solution has more electrons at every depth, so its $n_s$ is larger. Two solutions with the same $n_s$ must then have the same back potential, and with the same slope there they are the same solution.

The interface charge $N$ does not appear in (3). At fixed $n_s$ and temperature, the film's potential profile is the same with and without it. So are $\phi_s$ and the occupation of existing interface states. Subtracting (1) before stress from (1) after stress leaves one term:

$$\Delta V=-\frac{qN}{C}. \tag{4}$$

This is the capacitor result, now with band bending, mobile electrons and existing interface states included. The argument needs an electron density that increases with $\phi$, which also holds for degenerate electrons. It fails if stress changes the mobility, the donor density or the interface states.

**A numerical test.** The combined Poisson problem was solved for an insulator 98.7 nm thick, with relative permittivity 3.9, and a film 40 nm thick, with relative permittivity 12 and $10^{16}$ donors/cm³. The gate voltage was found before and after adding the unrounded $N=C|\Delta V|/q\approx6.55\times10^{11}$ charges/cm² at the interface. This was done at $n_s=10^{10}$, $10^{11}$ and $3\times10^{11}$ cm⁻², at 300 and 333 K, with no interface states and with $2\times10^{11}$ cm⁻² eV⁻¹. All twelve shifts were $-3.000000$ V, as (4) requires.

## Where the charge sits

**Inside the insulator.** Let the trapped sheet lie a distance $d$ from the interface, towards the gate. The charge $Q$ at and beyond the interface is then the same as before stress. The slope between sheet and interface remains $Q/\varepsilon_i$, while on the gate side it becomes $(Q+qN)/\varepsilon_i$. Adding the two voltage drops,

$$V_G=\phi_s-\frac{Qd}{\varepsilon_i}-\frac{(Q+qN)(\ell-d)}{\varepsilon_i}
=\phi_s-\frac{Q}{C}-\frac{qN}{C}\left(1-\frac d\ell\right).$$

Thus $\Delta V=-(qN/C)(1-d/\ell)$. At $d=0$ this is (4). At $d=\ell$ the charge sits on the gate and causes no shift. For a measured shift, a deeper sheet requires more holes.

How deep can holes go by tunnelling? Take a barrier of height $E_b$, tilted by a field $F$, and a tunnelling mass $m$. The leading (WKB) exponent for a distance $d$ is

$$\frac{2}{\hbar}\int_0^d\sqrt{2m(E_b-qFx)}\,dx
=B\left[1-\left(1-\frac{qFd}{E_b}\right)^{3/2}\right],\quad
B=\frac{4\sqrt{2m}\,E_b^{3/2}}{3\hbar qF},$$

where $x$ here starts at the interface. A hole that attempts the barrier at a rate $\nu$ for a time $t$ succeeds about once when this exponent equals $L=\ln(\nu t)$. Solving for the depth,

$$d=\frac{E_b}{qF}\left[1-\left(1-\frac LB\right)^{2/3}\right],\qquad L<B.$$

Assign the whole stress bias of $-20$ V to the insulator. The field is $20\ \text{V}/98.7\ \text{nm}=2.03$ MV/cm, an upper estimate. With the chosen values $E_b=3.0$ eV, $m=0.4$ electron masses, $\nu=10^{13}$ s⁻¹ and $t=10^4$ s, one has $L=\ln10^{17}=39.1$ and $B=110.7$. The depth is 3.7 nm, and the yield becomes

$$\frac{6.55\times10^{-6}}{1-3.73/98.7}=6.81\times10^{-6},$$

which is 4% above the interface value. The full field needs positive charge that the electron-only model (3) does not supply: there the film depletes at $-20$ V and the insulator field is only 0.02 to 0.32 MV/cm. The depth is then 3.5 nm, so for this barrier the result depends little on the field. That low field is only a lower end: it puts the interface potential at $-17$ to $-20$ V, far more than the band gap, where holes or gap states left out of (3) would supply positive charge.

**Inside the film.** Positive charge in the film, such as newly ionised donors, also bends the bands. The extreme case is a sheet at the back face. There are no interface states in this comparison, so (1) and (2) give $\Delta V=\Delta\phi_s-qN/C$ at fixed $n_s$. The sign and size of $\Delta\phi_s$ can be bounded.

Let $u$ now be the film potential after charging minus that before. The sheet imposes $u'=qN/\varepsilon_f$ just inside the back face. Equal $n_s$ means that the integral of $u''$ over the film vanishes, so $u'$ has this same value at the front. If $u$ were zero or positive at the front, it would rise and stay positive, and $n_s$ would have increased. Therefore $\Delta\phi_s=u(\ell)<0$.

From the front, $u$ must rise through zero, since otherwise $n_s$ would have fallen. While $u$ is negative, $u''<0$ and the slope falls below its starting value. The crossing lies inside the film, less than $s$ from the front. Hence

$$|\Delta\phi_s|<\frac{qNs}{\varepsilon_f},\qquad
\frac{qN}{C}<|\Delta V|<\frac{qN}{C}\left(1+\frac{Cs}{\varepsilon_f}\right).$$

Here $Cs/\varepsilon_f=(3.9/12)(40/98.7)=0.132$. For the measured 3 V, the yield of back-face charge must lie between $6.55\times10^{-6}/1.132=5.79\times10^{-6}$ and $6.55\times10^{-6}$. The numerical solution at $n_s=10^{11}$ cm⁻² gives $5.98\times10^{-6}$. A uniform distribution through the film gives $6.25\times10^{-6}$. These are yields of positive charges, whether or not the charges are called trapped holes. Charge in the film also changes the electron profile at fixed $n_s$, so these values assume a mobility that does not depend on depth or on local electron density.

## What the shape of the curve can reveal

Suppose that stress also creates $D_{\rm new}$ interface states per unit area and electronvolt. Equation (2) gains the charge $-qD_{\rm new}\phi_s$, and (1) gives

$$\Delta V=-\frac{qN}{C}+\frac{qD_{\rm new}\phi_s}{C}.$$

The second term depends on $\phi_s$, hence on the current at which the curve is read. For $D_{\rm new}=2\times10^{11}$ cm⁻² eV⁻¹ and the same trapped charge, the computed shift is $-3.04$ V at $n_s=10^{10}$ cm⁻² and $-2.92$ V at $3\times10^{11}$ cm⁻². In the first case $\phi_s$ is negative and the new states add positive charge. In the second they hold electrons and cancel part of the shift.

A curve that changes shape is therefore a warning against using (4) alone. It does not single out new interface states, because fixed charge inside the film also distorts the curve: $6.55\times10^{11}$ charges/cm² at the back face shift it by $-3.33$ V at $n_s=10^{10}$ cm⁻², $-3.21$ V at $3\times10^{11}$ cm⁻² and $-3.05$ V at $10^{12}$ cm⁻². A parallel shift is weaker evidence than it may seem: states at the interface or in the insulator whose occupation does not change over the measured range act as fixed charge and produce no distortion.

## Average yield and initial yield

The ratio $N/\Phi$ equals the initial capture yield $\eta_0$ if trapping is linear in dose and nothing is lost. Two simple rate models show how the two yields separate.

**Traps that fill.** With $N_t$ available traps and no release, let the capture yield be proportional to the empty fraction:

$$\frac{dN}{d\Phi}=\eta_0\left(1-\frac N{N_t}\right).$$

Separating variables and integrating from $N=0$ gives $-N_t\ln(1-N/N_t)=\eta_0\Phi$. Dividing by $N=\eta\Phi$,

$$\frac{\eta_0}{\eta}=-\frac{N_t}{N}\ln\left(1-\frac N{N_t}\right).$$

For $N\ll N_t$ the ratio tends to 1. Near full traps it diverges, because further photons add almost no charge. With a chosen $N_t=10^{12}$ cm⁻², the filling is 0.655 and the ratio is 1.63. The initial yield would be $1.07\times10^{-5}$.

**Traps that release.** Now let the traps be far from full, with a release time $\tau$ and a constant absorbed flux $\Phi/t$:

$$\frac{dN}{dt'}=\eta_0\frac\Phi t-\frac N\tau .$$

Starting from $N=0$, the solution at $t'=t$ is $N=\eta_0(\Phi\tau/t)(1-e^{-t/\tau})$. Dividing by $\Phi$ and writing $y=t/\tau$,

$$\frac{\eta_0}{\eta}=\frac{y}{1-e^{-y}} .$$

Slow release, $y\to0$, gives 1. Fast release gives a ratio close to $y$: the shift then records a balance between capture and release, and extra exposure lowers the average yield. For a chosen $\tau=3\times10^4$ s and an exposure of $10^4$ s, the ratio is 1.18 and $\eta_0=7.7\times10^{-6}$. Holes released after the light is switched off but before reading would raise the inferred capture yield further.

## Comparison and precision

For the same shift, capacitance and dose, the cases compare as follows.

| Case | Yield |
|---|---:|
| Charge at the interface | $6.55\times10^{-6}$ |
| Charge 3.7 nm inside the insulator | $6.81\times10^{-6}$ |
| Uniform charge in the film | $6.25\times10^{-6}$ |
| Charge at the back of the film | $5.98\times10^{-6}$ |
| Initial yield, filling traps | $1.07\times10^{-5}$ |
| Initial yield, releasing traps | $7.7\times10^{-6}$ |

The first four rows concern the charge present at reading. The two film rows hold for reading at $n_s=10^{11}$ cm⁻². Each row lies within 10% of the interface value, and the highest and lowest differ by 14%; a sheet much deeper in the insulator would change it more. The last two rows ask a different question, about capture at the start of exposure, and their corrections depend strongly on the chosen $N_t$ and $\tau$.

Measurement errors follow from $\ln\eta=\ln C+\ln|\Delta V|-\ln\Phi-\ln q$. Small independent relative errors add in quadrature. For standard errors of 3.3% in the shift (0.1 V), 5% in capacitance and 10% in dose,

$$\frac{\delta\eta}{\eta}=\sqrt{0.033^2+0.05^2+0.10^2}=0.117 .$$

The interface estimate is therefore $(6.6\pm0.8)\times10^{-6}$. The error bar does not cover the choice of model.

## The real device behind the numbers

The parameters describe, roughly, a transistor of amorphous indium gallium zinc oxide on about 100 nm of silicon dioxide. The film thickness, permittivity, donor density and stress bias are rough typical values; the trap count, release time and tunnelling parameters are chosen to set scales. At 450 nm the photon energy is 2.76 eV, somewhat below the film's band gap of roughly 3 eV. Absorption can then start from localised states in the gap, and the positive charge left behind may be an ionised defect in the film instead of a hole that travelled to the interface. This is the assumption most open to doubt. If all the charge were in the film, the two distributions computed above would lower the yield by 5 to 9% when read at $n_s=10^{11}$ cm⁻² (by 5 to 10% at $10^{10}$ cm⁻² and by about 1 to 2% at $10^{12}$ cm⁻²), but the physical meaning of the yield would change more than its value.

The dose is modest. Spread over $10^4$ s it corresponds to 4.4 µW/cm² absorbed, or 0.44 mW/cm² incident at an assumed absorptance of 1%. The stress field of 2.03 MV/cm is well below a rough breakdown field of 10 MV/cm for good oxide. Tunnelling through the whole triangular barrier is negligible for the chosen barrier: even if the full 20 V were balanced by holes, the expected number of crossings during stress is below $10^{-18}$ per cm². This depends steeply on the barrier, which may be lower at the real interface. At the same field and mass, 1.8 eV gives a depth of 5.5 nm and about $10^7$ crossings per cm², and below about 1.5 eV the condition $L<B$ fails. Degeneracy is small too. At $n_s=10^{11}$ cm⁻² before stress, the peak electron density is $3.7\times10^{16}$ cm⁻³, under 1% of the band's effective density of states, $5.0\times10^{18}$ cm⁻³ at 300 K for a band mass of 0.34 electron masses. The margin shrinks in other cases: the peak is 5% of that value at $n_s=3\times10^{11}$ cm⁻² before stress, and with $6.55\times10^{11}$ charges/cm² at the back face it is about 7% at $10^{11}$ cm⁻² and 18% at $3\times10^{11}$ cm⁻². At $n_s=10^{12}$ cm⁻² before stress the peak exceeds half of that value, so degeneracy is no longer small, although Fermi–Dirac statistics move the back-face shift there only from $-3.050$ to $-3.052$ V. Quantum confinement, also left out of (3), matters more, because back-face charge gathers the electrons into a layer a few nanometres thick. With hard walls at both faces it changes the back-face shift from $-3.33$ to $-3.31$ V at $10^{10}$ cm⁻², from $-3.29$ to $-3.28$ V at $10^{11}$ cm⁻² and from $-3.05$ to $-3.07$ V at $10^{12}$ cm⁻², so the back-face yields are uncertain by about half a percent.

One neglected effect is only roughly sized here. The trapped holes have a typical spacing $N^{-1/2}=12.4$ nm, so electrons close to the interface see separate charges and not a smooth sheet. The resulting lateral potential variations could change the mobility, and equal current would then no longer mean equal $n_s$. They also act at equal $n_s$: the density $N_de^{\phi/V_T}$ is convex in $\phi$, so fluctuations raise its average and make the shift more negative than (4). For randomly placed charges with linear screening, a rough estimate of this extra shift is about 50 mV at $n_s=10^{10}$ cm⁻² and about 10 mV at $10^{11}$ cm⁻².

## Values computed for the example and the checks

```
given shift: -3.0 V
capacitance: 35.0 nF/cm2
absorbed dose: 1.0e+17 photons/cm2
interface charge: 0.1050 uC/cm2
trapped holes: 6.5536e+11 cm^-2
yield: 6.5536e-06 per absorbed photon
photons per trapped hole: 1.5259e+05
mean hole spacing: 12.4 nm
insulator rel. permittivity: 3.9
insulator thickness: 98.7 nm
film thickness: 40 nm
film rel. permittivity: 12.0
film donors: 1.0e+16 cm^-3
Poisson shift, lowest: -3.000000 V
Poisson shift, highest: -3.000000 V
stress: -20 V for 1e+04 s
wavelength: 450 nm
photon energy: 2.755 eV
absorbed power: 4.41 uW/cm2
assumed absorptance: 0.01
incident power: 0.441 mW/cm2
barrier: 3.0 eV, mass: 0.4 m_e
attempt rate: 1e+13 1/s
tunnelling trap depth: 3.73 nm
yield at that depth: 6.811e-06
read density for film cases: 1.0e+11 cm^-2
yield, uniform film charge: 6.247e-06
yield, back-face charge: 5.982e-06
new interface states: 2.0e+11 cm^-2 eV^-1
shift with them at 1e10 cm^-2: -3.038 V
shift with them at 3e11 cm^-2: -2.923 V
available traps: 1.0e+12 cm^-2
initial/average, saturation: 1.625
release time: 3.0e+04 s
initial/average, release: 1.176
errors shift, C, dose: 3.3, 5.0, 10.0 %
error of yield: 11.7 %
stress field, upper estimate: 2.03 MV/cm
rough breakdown field: 10 MV/cm
field scale of trapped sheet: 0.304 MV/cm
full-barrier exponent: 110.7
log10 crossings per cm2: -18.5
peak electron density at read: 3.69e+16 cm^-3
band density of states: 4.97e+18 cm^-3
```
